Semilocal pseudopotential integrals with basis functions on the potential centre

**Problem**

A semilocal effective core potential acts differently on each angular momentum about its own centre. Put that centre at the origin and use Hartree atomic units. One channel of the potential is U_l(r) P_l, where

P_l = Σ_m |lm⟩⟨lm|,

U_l(r) = Σ_t d_t r^(n_t−2) exp(−ζ_t r²), n_t ≥ 0.

The projector acts on angles alone, with real orthonormal spherical harmonics S_lm. The basis functions are Cartesian Gaussians,

φ_a = (x−A_x)^(a_x) (y−A_y)^(a_y) (z−A_z)^(a_z) exp(−α|r−A|²),

and φ_b likewise with powers b, exponent β and centre B. The total degrees are n_a = a_x+a_y+a_z and n_b. In general the integral ⟨φ_a|U_l P_l|φ_b⟩ contains a sum over modified spherical Bessel functions for each basis function.

(a) What remains of these sums when φ_a, or both functions, sit on the potential centre?

(b) Evaluate the remaining radial integrals.

(c) Take l = 1 and the model potential

U_1(r) = 5 exp(−r²) + (3/r) exp(−2r²),

with r in bohr and U_1 in hartree. Let φ_a be a normalized p_z Gaussian on the centre with α = 0.6 bohr⁻². Find its matrix element with three normalized partners, all with β = 0.4 bohr⁻²: a p_z function on the centre, an s function at B = 1.5 bohr on the z axis, and a p_z function at that same point.

**First estimate by scaling**

A p_z function on the centre is z times a function of r, so P_1 leaves it unchanged. The matrix element is then the ordinary volume integral of φ_a U_1 φ_b. For each potential term the Gaussian factors in r² combine into exp(−pr²), with

p = α + β + ζ.

This is 2 bohr⁻² for the first term (n = 2) and 3 bohr⁻² for the second (n = 1). The integral is gathered at r of order p^(−1/2), which suggests

∫₀^∞ r^N exp(−pr²) dr ~ p^(−(N+1)/2).

The power of p is fixed by dimensions; the numerical factor has been set to one.

With both p_z functions on the centre, the angular integral of cos²θ is 4π/3. The radial power is N = n+2: one power from each function, and r^n from the volume factor r² times r^(n−2). The radial estimate, summed over the two terms, is

R = 5·2^(−5/2) + 3·3^(−2) = 0.884 + 0.333 = 1.217.

The normalization constants follow from ∫φ² dV = 1:

p_z: (128α⁵/π³)^(1/4) = 0.7527 bohr^(−5/2) for α, and 0.4534 bohr^(−5/2) for β,

s: (2β/π)^(3/4) = 0.3585 bohr^(−3/2).

The first estimate is therefore

0.7527 · 0.4534 · (4π/3) · 1.217 ≈ 1.74 hartree.

For a partner at B on the z axis, write

exp(−β|r−B|²) = exp(−βB²) exp(−βr²) exp(kz), k = 2βB = 1.2 bohr⁻¹,

and expand exp(kz) ≈ 1 + kz. For the s function, the part with the symmetry of z is kz. For the p_z function,

(z−B)(1+kz) = −B + (1−kB)z + kz²,

and only the middle term has p symmetry. Its coefficient is 1−1.8 = −0.8. With exp(−βB²) = 0.4066 the estimates are

p_z/s: 0.7527 · 0.3585 · (4π/3) · 1.2 · 0.4066 · 1.217 ≈ 0.67 hartree,

p_z/p_z at B: 1.74 · 0.4066 · (−0.8) ≈ −0.57 hartree.

The expansion parameter k p^(−1/2) is 0.85 for the first term and 0.69 for the second. These are not small, so the two displaced estimates give an order of magnitude at best. The sign of the last one rests on the cancellation in 1−kB and has to be checked against the exact result.

**Exact solution: the angular part**

Define the modified spherical Bessel functions by

i_λ(w) = ½ ∫₋₁¹ exp(wu) P_λ(u) du.

The orthogonality of the Legendre polynomials then gives

exp(wu) = Σ_λ (2λ+1) i_λ(w) P_λ(u).

At w = 0 the definition is the overlap of P_λ with P_0, so

i_λ(0) = δ_λ0.

Now project φ_b on S_lm at fixed r. Let B̂ be the direction of B, and expand each shifted power, such as (x−B_x)^(b_x), binomially. A resulting monomial has powers b′ and degree n′ = b′_x+b′_y+b′_z. Its coefficient C_b′ is the product over x, y, z of binomial(b_i, b′_i)(−B_i)^(b_i−b′_i). Thus

F^b_lm(r) = ∫ S_lm φ_b dΩ
= exp(−β(r²+B²)) Σ_b′ C_b′ r^(n′) Σ_λ (2λ+1) i_λ(2βBr) W_b′λ,

W_b′λ = ∫ S_lm(r̂) x̂^(b′_x) ŷ^(b′_y) ẑ^(b′_z) P_λ(r̂·B̂) dΩ.

The sum over λ is finite even before any function is moved to the centre. On the sphere, a homogeneous polynomial of degree q contains only harmonics of order q, q−2, and so on. The product of S_lm and the monomial has degree l+n′, so W vanishes unless λ ≤ l+n′ and λ+l+n′ is even. The product of the monomial and P_λ has degree at most n′+λ, and this must reach l. Hence

max(0, l−n′) ≤ λ ≤ l+n′, with λ+l+n′ even.

The full integral is

I = ∫₀^∞ r² U_l(r) Σ_m F^a_lm(r) F^b_lm(r) dr,

which contains products of two Bessel functions when both centres are away from the origin.

Set A = 0. Every binomial term of φ_a containing a power of A disappears, leaving the original monomial. The Bessel argument is zero, leaving λ = 0 with i_0 = P_0 = 1. So

F^a_lm(r) = ω^a_lm r^(n_a) exp(−αr²),

ω^a_lm = ∫ S_lm x̂^(a_x) ŷ^(a_y) ẑ^(a_z) dΩ.

The Bessel sum of φ_a has collapsed to one term; the finite sum belonging to φ_b is untouched. By the same degree argument, ω^a_lm vanishes unless l ≤ n_a and n_a−l is even. If it vanishes for every m, the whole integral is zero wherever φ_b sits.

A Cartesian function need not belong to a single l. On the sphere x̂² = 1/3 + (x̂²−1/3), an s part plus a d part. Their squared norms, which equal Σ_m ω², are 4π/9 = 1.396 for l = 0 and 4π/5−4π/9 = 16π/45 = 1.117 for l = 2. An x² Gaussian on the centre therefore feels the s channel as well as the d channel.

**Exact solution: both functions on the centre**

Both sums have now collapsed. With N = n_a+n_b+n_t and p_t = α+β+ζ_t,

I = (Σ_m ω^a_lm ω^b_lm) Σ_t d_t G_N(p_t),

G_N(p) = ∫₀^∞ r^N exp(−pr²) dr.

Substitute v = pr², so that r = (v/p)^(1/2) and dr = ½ p^(−1/2) v^(−1/2) dv:

G_N(p) = ½ p^(−(N+1)/2) ∫₀^∞ v^((N−1)/2) exp(−v) dv
= ½ Γ((N+1)/2) p^(−(N+1)/2).

Each primitive term of the potential thus gives one gamma function. Convergence at r = 0 requires N > −1, which n_t ≥ 0 guarantees. A more singular potential would need a separate examination.

**Exact solution: one function on the centre**

The remaining radial integrals are

Q_λ(N) = ∫₀^∞ r^N exp(−pr²) i_λ(kr) dr,

with N = n_a+n′+n and k = 2βB. To evaluate them we need the power series of i_λ. Insert Rodrigues' formula, P_λ = (1/(2^λ λ!)) d^λ(u²−1)^λ/du^λ, and integrate by parts λ times. The boundary terms vanish and the signs combine to give

i_λ(w) = (w^λ/(2^(λ+1) λ!)) ∫₋₁¹ (1−u²)^λ exp(wu) du.

Only even powers of u survive. Use

∫₋₁¹ (1−u²)^λ u^(2j) du = Γ(j+½) λ!/Γ(j+λ+3/2),

(2j)! = 4^j j! Γ(j+½)/√π,

Γ(λ+3/2) = √π (2λ+1)!!/2^(λ+1).

The result is

i_λ(w) = (w^λ/(2λ+1)!!) Σ_j (w²/4)^j / (j! (λ+3/2)_j),

where (q)_j = q(q+1)…(q+j−1) and (q)_0 = 1. Put w = kr and integrate term by term. With s = (N+λ+1)/2, term j contains

∫₀^∞ r^(N+λ+2j) exp(−pr²) dr = ½ Γ(s+j) p^(−s−j).

Since Γ(s+j) = Γ(s)(s)_j,

Q_λ(N) = (k^λ/(2λ+1)!!) ½ Γ(s) p^(−s) M(s, λ+3/2, X), X = k²/(4p),

M(s,q,X) = Σ_j (s)_j X^j/((q)_j j!).

M is the confluent hypergeometric function. Its coefficients a_j = (s)_j/((q)_j j!) satisfy (j+1)(q+j)a_(j+1) = (s+j)a_j, which is the coefficient of X^j in X M″+(q−X)M′−sM = 0; conversely this recurrence fixes any power-series solution once a_0 is given. Writing M = exp(X)g gives X g″+(q+X)g′+(q−s)g = 0, which is the same equation in the variable −X with s replaced by q−s. Both solutions are regular and equal one at X = 0, so

M(s,q,X) = exp(X) M(q−s,q,−X).

Here q−s = −(N−λ−2)/2. When this is zero or a negative integer, the series on the right stops and Q_λ is an exponential times a polynomial in X, apart from the prefactor. This happens for every even n ≥ 2 in a non-vanishing integral. Indeed λ ≤ l+n′ ≤ n_a+n′ gives N−λ−2 ≥ n−2 ≥ 0, and the parity rules make N−λ even.

**The three matrix elements**

For p_z on the centre, the sum Σ_m ω^a_1m S_1m equals cosθ = u. With both p_z functions on the centre the angular factor is 4π/3, and N is 4 for the first potential term and 3 for the second:

G_4(2) = ½ Γ(5/2) 2^(−5/2) = 0.11750 bohr⁵,

G_3(3) = ½ Γ(2) 3^(−2) = 0.05556 bohr⁴.

Including the normalization constants, the element is

0.7527 · 0.4534 · (4π/3)(5 · 0.11750 + 3 · 0.05556)
= 0.8399 + 0.2383 = 1.0782 hartree = 29.339 eV.

For partners at B, the definition of i_λ gives ∫ P_λ(u) exp(kru) dΩ = 4π i_λ(kr). The s partner needs u = P_1. Each potential term, before normalization, gives

I_s = 4π d exp(−βB²) Q_1(n+1).

The p_z partner has the factor ru−B. Multiplying by u and using u² = (P_0+2P_2)/3 gives

I_p = d exp(−βB²) [(4π/3)(Q_0(n+2)+2Q_2(n+2)) − 4πB Q_1(n+1)].

Summing the series for M numerically gives these radial integrals:

n = 2: Q_1(3) = 0.056268 bohr⁴, Q_0(4) = 0.157551 bohr⁵, Q_2(4) = 0.016881 bohr⁵.

n = 1: Q_1(2) = 0.024469 bohr³, Q_0(3) = 0.065115 bohr⁴, Q_2(3) = 0.003942 bohr⁴.

The s element is

0.7527 · 0.3585 · 4π · 0.4066 · (5 · 0.056268 + 3 · 0.024469)
= 0.3878 + 0.1012 = 0.4890 hartree = 13.308 eV.

For p_z at B, the square brackets are −0.2593 bohr⁵ for n = 2 and −0.1555 bohr⁴ for n = 1. Thus

0.7527 · 0.4534 · 0.4066 · (−5 · 0.2593 − 3 · 0.1555)
= −0.1799 − 0.0647 = −0.2446 hartree = −6.656 eV.

The potential is positive everywhere, yet this element is negative. It is an off-diagonal element, so positivity of U_1 does not fix its sign. The p component of the displaced function about the potential centre is proportional to r(i_0(kr)+2i_2(kr))/3 − B i_1(kr). At small r this is r(1−kB)/3, negative because kB = 1.8. It turns positive at larger r, but there the factor exp(−pr²) gives it little weight.

The n = 2 term shows this in elementary form. For Q_1(3), s = λ+3/2 = 5/2, so M = exp(X) and

Q_1(3) = k√π exp(k²/(4p))/(8p^(5/2)).

Insert k = 2βB and combine the exponents −βB²+β²B²/p = −cB², where c = β(1−β/p) = 0.32 bohr⁻²:

I_s = d π^(3/2) β B p^(−5/2) exp(−cB²).

Differentiating exp(−β|r−B|²) with respect to B gives 2β(z−B) times the same Gaussian. Hence

I_p = (1/(2β)) dI_s/dB
= (d π^(3/2)/(2p^(5/2))) (1−2cB²) exp(−cB²).

At B = 0 this is the one-centre gamma result, since (4π/3)G_4 = π^(3/2)/(2p^(5/2)). It changes sign at B = (2c)^(−1/2) = 1.25 bohr, so the partner at 1.5 bohr lies beyond the node.

**Comparison of estimate and exact result**

The values in hartree are:

p_z/p_z on the centre: estimate 1.74, exact 1.078.

p_z/s at B: estimate 0.67, exact 0.489.

p_z/p_z at B: estimate −0.57, exact −0.245.

At B = 1.5 bohr all signs are right, and the magnitudes are too large by factors of about 1.6, 1.4 and 2.3. The third sign is not guaranteed by the estimate: its factor 1−2βB² vanishes at (2β)^(−1/2) = 1.12 bohr and the exact n = 2 factor at 1.25 bohr, so between these distances the estimate and the n = 2 term disagree in sign. The n = 1 term changes sign at 1.18 bohr and the full element at 1.23 bohr, so the estimate gives the wrong sign for the full element between 1.12 and 1.23 bohr. In the first case the whole error is the omitted factor ½Γ((N+1)/2), which is 0.665 for n = 2 and 0.5 for n = 1. In the second case the same factors occur, but the higher powers of kz partly compensate: M is exp(0.18) = 1.20 for n = 2 and 1.10 for n = 1.

In the third case the estimate multiplies its own one-centre value, 1.74 hartree, by (1−2βB²)exp(−βB²) = −0.33, whereas the exact elements stand in the ratio −0.2446/1.0782 = −0.227. The factor 2.3 is thus the one-centre error 1.6 times a further 1.4 from the multiplier. For n = 2 the exact multiplier has c in place of β and equals −0.21; for n = 1 the ratio of the two contributions is −0.27. The reduction from β to c reflects the finite width of the integrand: c tends to β when p is much larger than β.

The approach to the centre can also be compared. To order B², the series give Q_0(N) ≈ G_N+k²G_(N+2)/6, Q_2(N) ≈ k²G_(N+2)/15 and Q_1(N−1) ≈ kG_N/3, where N = n+2. Since G_(N+2)/G_N = (N+1)/(2p), substitution in I_p gives

I_p(B)/I_p(0) ≈ 1 − 3βB² [1 − β(N+1)/(5p)].

The coefficients of −B² are 0.960 bohr⁻² for n = 2 and 1.072 bohr⁻² for n = 1. Weighted by the one-centre contributions 0.8399 and 0.2383 hartree, their mean is 0.985 bohr⁻². The full expression at B = 0.01 bohr deviates from the one-centre value by −9.85×10⁻⁵, relative to that value, as this coefficient predicts. At B = 0.5 bohr the deviation is −0.230, whereas the quadratic term alone gives −0.246. The one-centre formula is thus the smooth limit of the displaced one, with an error quadratic in B for this pair of p_z functions.

All numerical values are calculated from the stated model.
